# Oxide Closure from Parallel Step Edges: Regular and Poisson Spacing: a numerical check

```python
# Oxide grows from parallel step edges on an inert plane.
# Result under test: regular steps give coverage min(1, 2h/L), closure h=L/2;
# Poisson steps give coverage 1-exp(-2h/L), and a finite channel of length W
# closes with the probability coded in closed_probability.
# h: nominal thickness above a step = lateral reach; L: mean step spacing.
# Scaled variables: x = 2h/L, w = W/L. Tests use L = 1 unless stated.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.stats import gamma

mp.mp.dps = 40
rng = np.random.default_rng(731)


def closed_probability(x, w):
    x, w = mp.mpf(x), mp.mpf(w)
    total, j = mp.mpf(1), 1
    while w + x - j * x > 0:
        u = w + x - j * x
        term = u**j / mp.factorial(j) + u**(j - 1) / mp.factorial(j - 1)
        total += (-1)**j * mp.exp(-j * x) * term
        j += 1
    return float(total)


def closure_x(probability, w, low, high):
    return brentq(lambda x: closed_probability(x, w) - probability, low, high)


def long_channel_x(probability, w):
    return np.log((1 + w) / np.log(1 / probability))


def bare_fraction(x, order):
    # Gamma spacing law of unit mean; order 1 is the Poisson array.
    law = gamma(order, scale=1 / order)
    return quad(lambda gap: (gap - x) * law.pdf(gap), x, np.inf)[0]


def nearest_distance(points, steps):
    right = np.searchsorted(steps, points)
    return np.minimum(points - steps[right - 1], steps[right] - points)


def closing_reach(steps, left, right):
    # Largest distance from any point of the channel to its nearest step.
    first = np.searchsorted(steps, left)
    last = np.searchsorted(steps, right)
    local = steps[first - 1:last + 1]
    middle = (local[1:] + local[:-1]) / 2
    inside = middle[(middle > left) & (middle < right)]
    points = np.concatenate(([left, right], inside))
    return np.abs(points[:, None] - local).min(axis=1).max()


def mean_thickness(h, coverage):
    # The substitution y = h sin(angle) removes the endpoint square root.
    return quad(lambda angle: coverage(h * np.cos(angle)) * h * np.cos(angle),
                0, np.pi / 2, limit=200)[0]


def regular_coverage(h):
    return min(1.0, 2 * h)


def poisson_coverage(h):
    return 1 - np.exp(-2 * h)


# Grow two line seeds cycle by cycle, using only the normal-advance rule.
spacing, per_cycle = 0.02, 50
grid = np.arange(601) * spacing
height = np.full(grid.size, -np.inf)
height[[0, -1]] = 0.0
offsets = np.arange(-per_cycle, per_cycle + 1)
caps = np.sqrt(np.maximum(0, 1 - (offsets * spacing)**2))
for cycle in range(1, 11):
    padded = np.pad(height, per_cycle, constant_values=-np.inf)
    height = np.max([padded[per_cycle + k:per_cycle + k + grid.size] + cap
                     for k, cap in zip(offsets, caps)], axis=0)
    if cycle == 4:
        assert np.isfinite(height).sum() == 2 * (4 * per_cycle + 1)
nearest = np.minimum(grid, 12 - grid)
profile_error = np.max(np.abs(height - np.sqrt(100 - nearest**2)))
assert profile_error < 0.003  # grid maximization error

# Random step arrays test coverage, openings and mean oxide thickness.
number = 260000
poisson_gaps = rng.exponential(size=number)
poisson_steps = np.cumsum(poisson_gaps)
repelled_steps = np.cumsum(rng.gamma(4, 0.25, size=number))
regular_steps = np.arange(number, dtype=float)
points = rng.uniform(100, 250000, 200000)
distance = nearest_distance(points, poisson_steps)
repelled_distance = nearest_distance(points, repelled_steps)
regular_distance = nearest_distance(points, regular_steps)
for x in (0.4, 1.0, 2.0):
    assert abs(np.mean(distance > x / 2) - np.exp(-x)) < 0.01
    assert abs(np.mean(repelled_distance > x / 2) - bare_fraction(x, 4)) < 0.01
    assert abs(np.mean(regular_distance < x / 2)
               - regular_coverage(x / 2)) < 0.01
    assert abs(bare_fraction(x, 1) - np.exp(-x)) < 1e-7
    assert max(0, 1 - x) < bare_fraction(x, 4) < np.exp(-x)
    survivors = poisson_gaps[poisson_gaps > x] - x
    assert abs(np.mean(survivors) - 1) < 0.03
    assert abs(survivors.size / number - np.exp(-x)) < 0.01
sample_thickness = np.mean(np.sqrt(np.maximum(0, 0.8**2 - distance**2)))
assert abs(sample_thickness - mean_thickness(0.8, poisson_coverage)) < 0.01
assert abs(mean_thickness(0.5, regular_coverage) - np.pi / 8) < 1e-8

# Random channels test the complete closure distribution.
starts = 20.0 * np.arange(1, 12001) + 0.37
poisson_reach = np.array([closing_reach(poisson_steps, a, a + 10)
                          for a in starts])
repelled_reach = np.array([closing_reach(repelled_steps, a, a + 10)
                           for a in starts])
for x in (1.5, 2.5, 3.5, 5.0):
    assert abs(np.mean(poisson_reach < x / 2)
               - closed_probability(x, 10)) < 0.02
for phase in (0.03, 0.37, 0.81):
    assert abs(closing_reach(regular_steps, 50 + phase, 60 + phase) - 0.5) < 1e-9


def discrete_closed_probability(cell):
    # A channel fails if a run of empty cells spans x=3; here w=10.
    run, length = round(3 / cell), round(13 / cell)
    occupied = -np.expm1(-cell)
    weights = occupied * np.exp(-cell * np.arange(run))
    values = np.ones(length + 1)
    for n in range(run, length + 1):
        values[n] = np.dot(weights, values[n - run:n][::-1])
    return values[-1]


coarse = discrete_closed_probability(0.008)
fine = discrete_closed_probability(0.004)
assert abs(2 * fine - coarse - closed_probability(3, 10)) < 2e-4

# The mean number of openings is counted directly in random channels.
opening_counts = []
for a in starts:
    i, k = np.searchsorted(poisson_steps, [a, a + 10])
    local = poisson_steps[i - 1:k + 1]
    starts_bare = np.maximum(local[:-1] + 1, a)
    ends_bare = np.minimum(local[1:] - 1, a + 10)
    opening_counts.append(np.sum(ends_bare > starts_bare))
assert abs(np.mean(opening_counts) - 11 * np.exp(-2)) < 0.05

# Long-channel estimate: its median error must fall as the channel grows.
short_median = closure_x(0.5, 10, 0.5, 20)
long_median = closure_x(0.5, 1000, 5, 20)
short_error = abs(long_channel_x(0.5, 10) / short_median - 1)
long_error = abs(long_channel_x(0.5, 1000) / long_median - 1)
assert long_error < 0.01 and long_error < short_error / 5

# Independent terrace seeds multiply the bare fraction by exp(-n*pi*h^2).
box_length, box_width, seed_density, test_h = 40000.0, 5.0, 0.4, 0.5
seeds = rng.uniform(0, 1, (rng.poisson(seed_density * box_length * box_width), 2))
seeds *= [box_length, box_width]
places = rng.uniform(0, 1, (100000, 2)) * [box_length - 200, box_width]
places[:, 0] += 100
seed_distance = cKDTree(seeds, boxsize=[box_length, box_width]).query(places)[0]
step_distance = nearest_distance(places[:, 0], poisson_steps)
sample_bare = np.mean((seed_distance > test_h) & (step_distance > test_h))
formula_bare = np.exp(-2 * test_h - seed_density * np.pi * test_h**2)
assert abs(sample_bare - formula_bare) < 0.015

# Worked example; rough typical inputs, lengths in nm.
L, W, growth = 100.0, 1000.0, 0.1
w = W / L
regular_h = L / 2
median_h = L * closure_x(0.5, w, 0.5, 20) / 2
high_h = L * closure_x(0.99, w, 0.5, 20) / 2
x_grid = np.linspace(0.3, 30, 1500)
open_probability = np.array([1 - closed_probability(x, w) for x in x_grid])
mean_x = 0.3 + np.sum((open_probability[1:] + open_probability[:-1])
                      * np.diff(x_grid)) / 2
mean_h = L * mean_x / 2
assert abs(np.mean(poisson_reach) - mean_x / 2) < 0.03
estimate_median = L * long_channel_x(0.5, w) / 2
estimate_high = L * long_channel_x(0.99, w) / 2
assert abs(estimate_high / high_h - 1) < 0.01

print("Al2O3 on stepped graphite: rough typical inputs")
print(f"Mean step spacing L: {L:.0f} nm")
print(f"Channel length W: {W:.0f} nm")
print(f"Growth per cycle: {growth:.2f} nm")
for h in (10, 25, 50, 100, 150):
    print(f"h={h} nm: coverage regular {regular_coverage(h / L):.4f}, "
          f"Poisson {poisson_coverage(h / L):.4f}")
print(f"Regular closure thickness: {regular_h:.1f} nm")
print(f"Regular closure cycles: {regular_h / growth:.0f}")
print(f"Poisson closed probability at 50 nm: {closed_probability(1, w):.2e}")
print(f"Poisson mean openings per channel at 50 nm: {(1 + w) * np.exp(-1):.3f}")
print(f"Poisson median closure thickness: {median_h:.1f} nm")
print(f"Poisson median closure cycles: {median_h / growth:.0f}")
print(f"Poisson mean closure thickness: {mean_h:.1f} nm")
print(f"Poisson 99% closure thickness: {high_h:.1f} nm")
print(f"Poisson 99% closure cycles: {high_h / growth:.0f}")
print(f"Median / regular closure ratio: {median_h / regular_h:.2f}")
print(f"99% / regular closure ratio: {high_h / regular_h:.2f}")
print(f"Long-channel estimate, median: {estimate_median:.1f} nm")
print(f"Long-channel estimate, 99%: {estimate_high:.1f} nm")
print(f"Median estimate error, W/L=10: {100 * short_error:.2f} %")
print(f"Median estimate error, W/L=1000: {100 * long_error:.2f} %")
print(f"Mean oxide thickness at h=50 nm, regular: "
      f"{L * mean_thickness(0.5, regular_coverage):.2f} nm")
print(f"Mean oxide thickness at h=50 nm, Poisson: "
      f"{L * mean_thickness(0.5, poisson_coverage):.2f} nm")

print("Sizes of neglected effects")
print(f"Gamma order 4 bare fraction at 50 nm: {bare_fraction(1, 4):.4f}")
print(f"Gamma order 4 median closure (sampled): "
      f"{L * np.median(repelled_reach):.0f} nm")
defect_density = 1e-6  # nm^-2
print(f"Terrace seed density: {defect_density * 1e6:.1f} per um^2")
for name, h in (("regular", regular_h), ("median", median_h), ("99%", high_h)):
    factor = np.exp(-defect_density * np.pi * h**2)
    print(f"Terrace-seed bare-area factor at {name} closure: {factor:.3f}")
lateral_ratio = 0.8
print(f"Lateral / vertical growth ratio tried: {lateral_ratio:.1f}")
print(f"Regular closure with that ratio: {regular_h / lateral_ratio:.1f} nm")
print(f"Median closure with that ratio: {median_h / lateral_ratio:.1f} nm")
precursor = 0.6
narrow_height = np.sqrt(regular_h**2 - (regular_h - precursor / 2)**2)
print(f"Rough precursor diameter: {precursor:.1f} nm")
print(f"Groove height narrower than precursor at closure: {narrow_height:.2f} nm")

minimum, voltage, barrier, mass_ratio = 5.0, 2.0, 3.0, 0.3
print(f"Required minimum oxide thickness: {minimum:.1f} nm")
print(f"Regular h for that minimum: {np.hypot(regular_h, minimum):.2f} nm")
print(f"Poisson 99% h for that minimum: {np.hypot(high_h, minimum):.2f} nm")
print(f"Gate voltage across thin spot: {voltage:.1f} V")
print(f"Mean field at thin spot: {voltage / minimum * 10:.1f} MV/cm")
wave_factor = np.sqrt(2 * mass_ratio * constants.m_e * constants.e) / constants.hbar
root_mean = 2 * (barrier**1.5 - (barrier - voltage)**1.5) / (3 * voltage)
numeric_root = quad(lambda s: np.sqrt(barrier - voltage * s), 0, 1)[0]
assert abs(root_mean - numeric_root) < 1e-10
transmission = np.exp(-2 * wave_factor * minimum * 1e-9 * root_mean)
print(f"Rough barrier: {barrier:.1f} eV; mass: {mass_ratio:.1f} electron masses")
print(f"WKB transmission at thin spot: {transmission:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Al2O3 on stepped graphite: rough typical inputs
Mean step spacing L: 100 nm
Channel length W: 1000 nm
Growth per cycle: 0.10 nm
h=10 nm: coverage regular 0.2000, Poisson 0.1813
h=25 nm: coverage regular 0.5000, Poisson 0.3935
h=50 nm: coverage regular 1.0000, Poisson 0.6321
h=100 nm: coverage regular 1.0000, Poisson 0.8647
h=150 nm: coverage regular 1.0000, Poisson 0.9502
Regular closure thickness: 50.0 nm
Regular closure cycles: 500
Poisson closed probability at 50 nm: 3.34e-05
Poisson mean openings per channel at 50 nm: 4.047
Poisson median closure thickness: 146.4 nm
Poisson median closure cycles: 1464
Poisson mean closure thickness: 158.3 nm
Poisson 99% closure thickness: 350.1 nm
Poisson 99% closure cycles: 3501
Median / regular closure ratio: 2.93
99% / regular closure ratio: 7.00
Long-channel estimate, median: 138.2 nm
Long-channel estimate, 99%: 349.9 nm
Median estimate error, W/L=10: 5.57 %
Median estimate error, W/L=1000: 0.07 %
Mean oxide thickness at h=50 nm, regular: 39.27 nm
Mean oxide thickness at h=50 nm, Poisson: 26.58 nm
Sizes of neglected effects
Gamma order 4 bare fraction at 50 nm: 0.1954
Gamma order 4 median closure (sampled): 94 nm
Terrace seed density: 1.0 per um^2
Terrace-seed bare-area factor at regular closure: 0.992
Terrace-seed bare-area factor at median closure: 0.935
Terrace-seed bare-area factor at 99% closure: 0.680
Lateral / vertical growth ratio tried: 0.8
Regular closure with that ratio: 62.5 nm
Median closure with that ratio: 183.0 nm
Rough precursor diameter: 0.6 nm
Groove height narrower than precursor at closure: 5.47 nm
Required minimum oxide thickness: 5.0 nm
Regular h for that minimum: 50.25 nm
Poisson 99% h for that minimum: 350.16 nm
Gate voltage across thin spot: 2.0 V
Mean field at thin spot: 4.0 MV/cm
Rough barrier: 3.0 eV; mass: 0.3 electron masses
WKB transmission at thin spot: 9.0e-18
ALL CHECKS PASSED
```
